\section*{Fractional-spin error of the hydrogen atom in Hartree-Fock and LSDA}

\section*{Question}

I am stuck on an exercise in spin density functional theory. It asks for the energy of a hydrogen atom that holds half a spin-up and half a spin-down electron, in Hartree-Fock (HF) and in the local spin density approximation (LSDA), and then for the relation to the error of spin-restricted calculations on stretched H$_2$. HF is exact for one electron, so I do not see what there is to compute, nor what a fictitious atom has to do with a real molecule. What is being evaluated, and how exact is the link?

\section*{Answer}

Units are hartree and bohr. The treatment is nonrelativistic, with clamped nuclei and no magnetic field. Write $\hat h=-\tfrac12\nabla^2-1/r$, $h=\langle\phi|\hat h|\phi\rangle$, $(ab|cd)=\iint a(1)b(1)c(2)d(2)/r_{12}$ for real orbitals, and $J=(\phi\phi|\phi\phi)$. H$(n_\uparrow,n_\downarrow)$ has $n_\uparrow+n_\downarrow=1$, and $\Delta=E(\tfrac12,\tfrac12)-E(1,0)$ within one method.

\subsection*{Exact energy}

Here the fractional spin numbers stand for an ensemble of one-electron states (a pure spin tilted away from $z$ has fractional numbers too, and is treated below). Its energy is a weighted mean of one-electron expectation values, each at least $E_0=-\tfrac12$. The mixture $n_\uparrow|1s\!\uparrow\rangle\langle1s\!\uparrow\!|+n_\downarrow|1s\!\downarrow\rangle\langle1s\!\downarrow\!|$ reaches $E_0$, because both members are ground states. The exact $\Delta$ is zero.

\subsection*{Hartree-Fock}

The exercise inserts the density matrix of the ensemble into the HF functional, which is quadratic in it; this differs from averaging the two HF energies. Take $\gamma_{\sigma\sigma'}(\mathbf r,\mathbf r')=P_{\sigma\sigma'}\phi(\mathbf r)\phi(\mathbf r')$ with a Hermitian spin matrix $P$ of unit trace. The density is $\phi^2$, so the Hartree energy is $J/2$. The exchange energy is $-\tfrac12\sum_{\sigma\sigma'}\iint|\gamma_{\sigma\sigma'}|^2/r_{12}=-\tfrac12J\,\mathrm{Tr}P^2$. Hence
\begin{equation}
E_{\rm HF}=h+\tfrac12J\,(1-\mathrm{Tr}P^2).
\end{equation}
A pure state has $P^2=P$, and the self-interaction cancels: this is the sense in which HF is exact. That includes a spin along $x$, where all four elements of $P$ equal $\tfrac12$. For the mixture $P=\mathrm{diag}(n_\uparrow,n_\downarrow)$,
$1-n_\uparrow^2-n_\downarrow^2=(n_\uparrow+n_\downarrow)^2-n_\uparrow^2-n_\downarrow^2=2n_\uparrow n_\downarrow$, so $E_{\rm HF}=h+n_\uparrow n_\downarrow J$. The two fractions of one electron repel each other, most strongly at $(\tfrac12,\tfrac12)$, where the functional is
\begin{equation}
e[\phi]=h+J/4 .
\end{equation}
Both spins share one orbital here, as the restricted molecule will require.

\emph{Frozen $1s$.} With radial density $4r^2e^{-2r}$, the charge inside $r$ acts as a point charge and each outer shell gives a constant:
\begin{align}
v_H(r)&=\frac1r\int_0^r 4s^2e^{-2s}ds+\int_r^\infty 4s\,e^{-2s}ds\nonumber\\
&=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r}=\frac1r-\Big(1+\frac1r\Big)e^{-2r},\\
J&=\int_0^\infty 4r\,e^{-2r}dr-4\int_0^\infty(r+r^2)e^{-4r}dr=1-4\Big(\frac1{16}+\frac2{64}\Big)=\frac58 .
\end{align}
Thus $e=-\tfrac12+\tfrac5{32}=-0.34375$.

\emph{Scaled $1s$.} For $\phi\propto e^{-\zeta r}$ the kinetic energy is $\zeta^2/2$ and Coulomb terms scale as $\zeta$, so $e=\zeta^2/2-\zeta+5\zeta/32$. Setting $de/d\zeta=0$ gives $\zeta=27/32=0.84375$ and $e=\zeta^2/2-\zeta^2=-0.35596$, an upper bound to the minimum.

\emph{Self-consistent orbital.} Compress $\phi$ by two, $\mathbf r'=\mathbf r/2$. Then $T'=4T$, $\langle1/r'\rangle=2\langle1/r\rangle$, $J'=2J$ and $\langle z'\rangle=\langle z\rangle/2$. The restricted HF (RHF) energy of helium, with a potential $-F'z'$ on each electron for later use, is
\begin{equation}
2T'-4\langle 1/r'\rangle+J'-2F'\langle z'\rangle=8\Big[T-\langle1/r\rangle+\frac J4-\frac{F'}8\langle z\rangle\Big].
\label{scale}
\end{equation}
The map between orbitals is one to one, so the minima correspond, and at $F'=0$
\begin{equation}
E_{\rm HF}(\tfrac12,\tfrac12)=\tfrac18E_{\rm RHF}({\rm He}).
\end{equation}
Since $J$ is quartic in $\phi$, varying $e$ at fixed norm gives $(\hat h+\tfrac12v_H[\phi^2])\phi=\varepsilon\phi$. Iterating this radial equation on a Gauss-Lobatto grid gives $E=-0.357710$. Helium in an even-tempered Gaussian basis (for hydrogen, $s$ exponents $0.015\cdot2.2^k$, $k=0,\dots,17$, and $p$ exponents $0.025\cdot2.5^k$, $k=0,\dots,4$; four times these for helium) gives $-2.861680/8=-0.357710$. Therefore
\begin{equation}
\Delta_{\rm HF}=-0.35771+0.50000=0.14229\ {\rm Ha}=3.87\ {\rm eV}.
\end{equation}

\subsection*{LSDA}

Let $\rho_\sigma=n_\sigma\rho$ with $\rho=\phi^2$. Collinear exchange acts only within one spin, $E_x[\rho_\uparrow,\rho_\downarrow]=E_x[\rho_\uparrow,0]+E_x[0,\rho_\downarrow]$. Equal spin densities give the unpolarized functional, $E_x^0[2\rho_\sigma]=2E_x[\rho_\sigma,0]$. The local approximation is $E_x^0[\rho]=-C_x\int\rho^{4/3}$ with $C_x=\tfrac34(3/\pi)^{1/3}=0.738559$. Combining these, with $\tfrac12\,2^{4/3}=2^{1/3}$,
\begin{equation}
E_x=-2^{1/3}C_x\big(n_\uparrow^{4/3}+n_\downarrow^{4/3}\big)\int\rho^{4/3}d^3r .
\end{equation}
For $\rho=e^{-2r}/\pi$,
\begin{equation}
\int\rho^{4/3}d^3r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr=\frac{4}{\pi^{1/3}}\,\frac{2\cdot27}{512}=\frac{27}{64}\pi^{-1/3}=0.288050 .
\end{equation}
At $(\tfrac12,\tfrac12)$ the prefactor is $2^{1/3}\cdot2\cdot2^{-4/3}=1$, so $E_x=-0.738559\times0.288050=-0.21274$. At $(1,0)$ it is $2^{1/3}$, and $E_x=-0.26804$.

Correlation is $E_c=\int\rho\,\epsilon_c$, with the Perdew-Wang (PW92) fit to the uniform gas. Only its unpolarized and fully polarized forms are needed. With $r_s=(3/4\pi\rho)^{1/3}$,
\begin{equation}
\epsilon_c=-2A(1+\alpha_1r_s)\ln\Big[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\Big],
\end{equation}
where $(A,\alpha_1,\beta_1,\dots,\beta_4)$ is $(0.031091, 0.2137, 7.5957, 3.5876, 1.6382, 0.49294)$ unpolarized and $(0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)$ polarized. Radial quadrature over the $1s$ density gives $E_c=-0.04139$ and $-0.02218$. With $h+J/2=-0.5+0.3125$,
\begin{align}
E(\tfrac12,\tfrac12)&=-0.5+0.3125-0.21274-0.04139=-0.44163,\\
E(1,0)&=-0.5+0.3125-0.26804-0.02218=-0.47772 .
\end{align}
At frozen density $h$ and the Hartree term cancel in the difference, and $\Delta=0.05530-0.01921=0.03609$. This shows why the LSDA error is the smaller one at frozen density: HF exchange halves, from $-J/2$ to $-J/4$, while local exchange shrinks only by $2^{-1/3}$, and local correlation returns about a third of that loss.

The Kohn-Sham equation $(\hat h+v_H+d(\rho\epsilon_{xc})/d\rho)\phi=\varepsilon\phi$, where $\epsilon_{xc}$ is the exchange-correlation energy per electron at the given polarization, solved on the same grid gives $E(\tfrac12,\tfrac12)=-0.445667$ and $E(1,0)=-0.478711$, so
\begin{equation}
\Delta_{\rm LSDA}=0.03304\ {\rm Ha}=0.90\ {\rm eV}.
\end{equation}
This is measured from the LSDA atom, which itself lies $0.02129$ above $-\tfrac12$.

\subsection*{Restricted H$_2$}

A restricted, symmetric calculation puts both electrons in $g=(a+b)/\sqrt2$, where $a$ sits on nucleus A and $b$ is its mirror image on B, a distance $R$ away. At large $R$ the product $ab$ is exponentially small and is dropped. Each spin density is $g^2=\tfrac12(a^2+b^2)$: every atom holds half an electron of each spin. That is the link.

Let $z$ point from A to B and $d=\langle a|z|a\rangle$. From $1/r_B=1/R+z/R^2+\dots$ one has $\langle a|r_B^{-1}|a\rangle=1/R+d/R^2$. The mirror cloud moves toward A by the same $d$, so the centroids are $R-2d$ apart and $(aa|bb)=1/R+2d/R^2$ to first order in $d$. With $h$ and $J$ now those of $a$ on its own nucleus,
\begin{align}
h_{gg}&=h-\frac1R-\frac d{R^2},\\
(gg|gg)&=\tfrac14\big[2J+2(aa|bb)\big]=\frac J2+\frac1{2R}+\frac d{R^2},\\
E_{\rm RHF}&=2h_{gg}+(gg|gg)+\frac1R=2\Big[e[a]-\frac{d}{2R^2}\Big]-\frac1{2R}.
\end{align}
The $1/R$ terms sum as $-2+\tfrac12+1=-\tfrac12$ and the $d/R^2$ terms as $-2+1=-1$. The bracket is $e$ in a field $F=1/(2R^2)$, whose minimum is $E_{\rm HF}(\tfrac12,\tfrac12)-\tfrac12\alpha_eF^2$ by the definition of the polarizability $\alpha_e$. Equation~\eqref{scale} relates it to the self-consistent RHF polarizability of helium: $-\tfrac12\alpha_{\rm He}F'^2=-8\cdot\tfrac12\alpha_e(F'/8)^2$, so $\alpha_e=8\alpha_{\rm He}$. Then $2\cdot(-\tfrac12)\cdot8\alpha_{\rm He}/(4R^4)=-2\alpha_{\rm He}/R^4$, and
\begin{equation}
E_{\rm RHF}(R)=2E_{\rm HF}(\tfrac12,\tfrac12)-\frac1{2R}-\frac{2\alpha_{\rm He}}{R^4}+O(R^{-6}).
\end{equation}
The next power comes from the $R^{-3}$ quadrupole potential in second order; its cross term with the dipole potential vanishes for a spherical atom.

The energy lowering of helium in a field of $0.005$ gives $\alpha_{\rm He}=1.3221$ in this basis (the zero-field value in a larger basis is $1.3222$). At $R=30$ the formula yields $-0.715420-0.016667-0.000003=-0.732090$, which is the RHF energy of the molecule in the basis above. The remainder $E_{\rm RHF}-E_{\rm RHF}({\rm He})/4+1/(2R)$ is $-3.27\times10^{-6}$ against $-2\alpha_{\rm He}/R^4=-3.26\times10^{-6}$ at $R=30$, and both are $-1.03\times10^{-6}$ at $R=40$. At $R=20$ the remainder is $-2.05\times10^{-5}$ against $-1.65\times10^{-5}$, a quarter larger than the formula. The excess comes from the dropped overlap terms. Those linear in $ab$ change sign when both electrons occupy $(a-b)/\sqrt2$ instead of $g$; in an $sp$ basis that state has the remainder $-1.26\times10^{-5}$ at $R=20$, and the mean of the two, $-1.655\times10^{-5}$, is close to the formula's $-1.653\times10^{-5}$. The basis has no $d$ functions and so lacks the on-site quadrupole response, the $R^{-6}$ term. Adding $d$ functions moves the remainders to $-2.09\times10^{-5}$, $-3.30\times10^{-6}$ and $-1.04\times10^{-6}$ at $R=20$, $30$ and $40$, so their third digit depends on the basis.

In restricted LDA the kinetic energy is $2\langle g|\hat T|g\rangle=T_{aa}+T_{bb}$, the density is $a^2+b^2$, and the local $E_{xc}$ adds over regions that do not overlap, each unpolarized. The interatomic terms are the two attractions, the Hartree cross term and the nuclear repulsion:
\begin{equation}
-2\Big(\frac1R+\frac d{R^2}\Big)+\Big(\frac1R+\frac{2d}{R^2}\Big)+\frac1R=0 .
\end{equation}
So $E_{\rm RLDA}\to2E_{\rm LSDA}(\tfrac12,\tfrac12)=-0.891333$ with no $1/R$ tail, and the molecule reproduces this value at $R=25$ and $R=30$ to within $10^{-6}$, the accuracy of the basis and integration grid. In RHF the same electrostatic terms cancel; the tail is the interatomic part of the exchange energy $-(gg|gg)$.

Relative to two polarized atoms of the same method, the limits are too high by
\begin{align}
2\Delta_{\rm HF}&=-0.71542+1=0.28458\ {\rm Ha}=7.74\ {\rm eV},\\
2\Delta_{\rm LSDA}&=-0.89133+0.95742=0.06609\ {\rm Ha}=1.80\ {\rm eV}.
\end{align}
Relative to the exact $-1$, the restricted LDA limit is too high by $0.10867$ Ha. The equality of the error with $2\Delta$ is a statement about the limit $R\to\infty$; its derivation uses equivalent atoms and a symmetric orbital, and it says nothing about distances where $a$ and $b$ overlap.

\subsection*{What the exact state does}

Take frozen $1s$ orbitals, so $d=0$, and add $u=(a-b)/\sqrt2$. Since $u^2=g^2$ without overlap, the configurations $g(1)g(2)$ and $u(1)u(2)$ share the energy $H=2h+J/2-1/(2R)$. One-electron operators do not couple them, because $g$ and $u$ are orthogonal and both electrons change orbital. With $gu=\tfrac12(a^2-b^2)$ the coupling is $K=(gu|gu)=\tfrac14(2J-2/R)=J/2-1/(2R)$. The lower root is $H-K=2h=-1$; at $R=30$, $-0.70417-0.29583=-1.00000$. Its state is $(gg-uu)/\sqrt2=[a(1)b(2)+b(1)a(2)]/\sqrt2$, from which the ionic terms $a(1)a(2)$ and $b(1)b(2)$, half the weight of $gg$, have cancelled. It is a singlet, so $\rho_\uparrow=\rho_\downarrow$ everywhere: each atom has the spin densities of H$(\tfrac12,\tfrac12)$ at the energy $-1$, the exact value for $R\to\infty$. The fault therefore lies in the approximate functionals and not in the equal spin densities.

Unrestricted calculations avoid it differently. With spin up in $a$ and spin down in $b$, the HF energy is $2h-2/R+1/R+1/R=2h$. At $R=30$ they give $-1.00000$ in HF and $-0.95742$ in LSDA, twice $E(1,0)$ in each method, at the price of a spin density that the singlet does not have.
